# Hydrogen in a Sealed Metal Bar with a Temperature Gradient

A straight metal bar of length $L$ contains dissolved hydrogen and is sealed so that none can enter or leave. Its hot end, $x=0$, is held at $T_h$ and its cold end, $x=L$, at $T_c$. The temperature $T(x)$ is steady and uniform over each cross-section. The hydrogen content $c$ is the number of hydrogen atoms per metal atom.

Assume a single solid solution without traps, stress gradients or applied fields. The solution is dilute enough that the chemical potential per mole is $\mu=\mu_0(T)+RT\ln c$. Neglect thermal expansion, so that the metal has $n_M$ moles per unit volume everywhere. A prime on a function of position means $d/dx$. Numerical work uses laboratory units.

## Part (a)

**Question.** Find the entropy production caused by heat and hydrogen flow. Use it to define the heat of transport $Q$, and derive the hydrogen flux in terms of $c'$ and $T'$.

**Answer.** Let $n=n_Mc$ be the moles of hydrogen per volume, $N$ their flux relative to the lattice, and $J_u$ the energy flux. At fixed volume, the energy and entropy densities obey $T\,ds=du-\mu\,dn$. The conservation laws are $\partial_t u=-J_u'$ and $\partial_t n=-N'$, so

$$
\partial_t s=-\frac{J_u'}{T}+\frac{\mu N'}{T}
=-\left(\frac{J_u-\mu N}{T}\right)'+J_u\left(\frac1T\right)'-N\left(\frac{\mu}{T}\right)' .
$$

The first term on the right moves entropy from place to place. The other two are the production rate $\sigma$.

Part of $J_u$ is the partial molar enthalpy $h$ carried along with the hydrogen. Separate it by writing $J_u=J_q+hN$, where $J_q$ is called the reduced heat flux. The Gibbs–Helmholtz relation $\partial(\mu/T)/\partial T=-h/T^2$ gives

$$
\left(\frac{\mu}{T}\right)'=\frac{(\mu')_T}{T}-\frac{h\,T'}{T^2},
$$

where $(\mu')_T$ is the part of the gradient due to composition, at fixed $T$. Since $(1/T)'=-T'/T^2$, the two terms in $h$ cancel:

$$
\sigma=-J_q\frac{T'}{T^2}-N\frac{(\mu')_T}{T}.
$$

Near equilibrium each flux is linear in both forces:

$$
N=-L_{11}\frac{(\mu')_T}{T}-L_{12}\frac{T'}{T^2},\qquad
J_q=-L_{21}\frac{(\mu')_T}{T}-L_{22}\frac{T'}{T^2}.
$$

Define $Q$ as the reduced heat carried per mole of hydrogen when the temperature is uniform. Setting $T'=0$ gives $Q=J_q/N=L_{21}/L_{11}$. Onsager symmetry, $L_{12}=L_{21}$, then makes the same $Q$ govern the response of hydrogen to a temperature gradient:

$$
N=-\frac{L_{11}}{T}\left[(\mu')_T+\frac{Q}{T}T'\right].
$$

For the dilute solution $(\mu')_T=RT\,c'/c$. Therefore

$$
N=-\frac{L_{11}R}{c}\left[c'+\frac{cQ}{RT^2}T'\right].
$$

At uniform temperature this must be Fick's law, $N=-n_MDc'$, which identifies $D=L_{11}R/(n_Mc)$. In the dilute limit $D$ is taken to be independent of $c$, though it may depend on $T$. With $J=N/n_M$,

$$
J=-D\left[c'+\frac{cQ}{RT^2}T'\right]. \tag{1}
$$

In a bar of initially uniform $c$, the first term vanishes. Here $T'<0$, so positive $Q$ gives $J>0$ and drives hydrogen towards the cold end.

## Part (b)

**Question.** Let $Q$ be independent of temperature and composition. Show that the steady profile has zero flux and is proportional to $\exp(Q/RT)$. Is it an equilibrium state?

**Answer.** Conservation of hydrogen reads $\partial_t c=-J'$. In a steady state $J'=0$, so $J$ has one value along the whole bar. No hydrogen crosses the ends, and that value is therefore zero.

Write $c=wg$ with

$$
w(x)=\exp\left[\frac{Q}{RT(x)}\right],\qquad
w'=-\frac{QT'}{RT^2}\,w .
$$

The second relation uses the constancy of $Q$. Inserting $c'=w'g+wg'$ into (1) gives

$$
J=-D\left[-\frac{QT'}{RT^2}wg+wg'+\frac{QT'}{RT^2}wg\right]=-Dw\,g'. \tag{2}
$$

Both $D$ and $w$ are positive, so $J=0$ requires $g'=0$. Thus $g$ is a constant $A$, and

$$
c(x)=A\exp\left[\frac{Q}{RT(x)}\right]. \tag{3}
$$

The hydrogen content fixes $A$. The diffusion coefficient has dropped out; it affects how quickly the state is reached. The shape of $T(x)$ enters through $A$ and through where each temperature lies, while the ratio between two points depends on their temperatures alone:

$$
\frac{c_c}{c_h}=\exp\left[\frac QR\left(\frac1{T_c}-\frac1{T_h}\right)\right]. \tag{4}
$$

Positive $Q$ enriches the cold end, negative $Q$ the hot end, and $Q=0$ leaves the bar uniform.

The state is steady but is not equilibrium. Zero hydrogen flux means $(\mu')_T=-QT'/T$, and the heat flux is then

$$
J_q=-\left(L_{22}-\frac{L_{12}^2}{L_{11}}\right)\frac{T'}{T^2}.
$$

The bracket is positive when the matrix of coefficients is positive definite. Heat still flows from hot to cold and produces entropy.

If $Q$ varies with temperature, (1) still gives $(\ln c)'=-Q(T)T'/(RT^2)$. This has to be integrated with $Q(T)$ inside the integral, and (3) no longer follows.

## Part (c)

**Question.** Show that every initial distribution with the same hydrogen content approaches the profile of part (b).

**Answer.** Let $W=\int_0^L w\,dx$ and $\bar g=\int_0^L c\,dx/W$. The bar is closed, so $\bar g$ does not change with time. Measure the distance from the steady state by

$$
V=\int_0^L w(g-\bar g)^2dx=\int_0^L wg^2dx-\bar g^2W,
$$

where $\int wg\,dx=\bar gW$ was used. Since $w$ is steady, $w\,\partial_tg=\partial_tc=-J'$. Integration by parts, with $J=0$ at both ends, and then (2), give

$$
\frac{dV}{dt}=-2\int_0^L gJ'\,dx=2\int_0^L g'J\,dx=-2\int_0^L Dw\,(g')^2dx\le0 .
$$

It remains to show that $V$ falls to zero. Because $\bar g$ is a weighted mean of the continuous function $g$, there is a point where $g=\bar g$. Integrating $g'$ from that point and applying the Cauchy–Schwarz inequality gives $(g-\bar g)^2\le L\int_0^L(g')^2dx$ everywhere. Hence $V\le WL\int_0^L(g')^2dx$. If $m>0$ is the smallest value of $Dw$ in the bar, then

$$
\frac{dV}{dt}\le-2m\int_0^L(g')^2dx\le-\frac{2m}{WL}V .
$$

So $V$ decays to zero at least exponentially, and $g\to\bar g=A$ in the mean-square sense.

## Part (d)

**Question.** For a linear temperature profile, find $A$ from the mean content $\bar c$. Find also the end ratio for a small temperature difference.

**Answer.** Let $a=Q/R$ and $\Delta T=T_h-T_c$. For linear $T(x)$, equal lengths cover equal temperature intervals, so

$$
\bar c=\frac1L\int_0^Lc\,dx=\frac{A}{\Delta T}\int_{T_c}^{T_h}e^{a/T}\,dT .
$$

Integrate by parts. Since $d(e^{a/T})/dT=-(a/T^2)e^{a/T}$,

$$
\int e^{a/T}dT=Te^{a/T}+a\int\frac{e^{a/T}}{T}\,dT .
$$

In the last integral put $y=a/T$, for which $dT/T=-dy/y$. It becomes $-\int e^y\,dy/y=-\mathrm{Ei}(y)$, where $\mathrm{Ei}$ is the exponential integral, with derivative $e^y/y$. Therefore, for $Q\ne0$,

$$
A=\frac{\bar c\,\Delta T}{\left[Te^{a/T}-a\,\mathrm{Ei}(a/T)\right]_{T_c}^{T_h}} . \tag{5}
$$

For the end ratio, let $T_m=(T_h+T_c)/2$. Then

$$
\frac1{T_c}-\frac1{T_h}=\frac{\Delta T}{T_cT_h}
=\frac{\Delta T}{T_m^2-\Delta T^2/4}\approx\frac{\Delta T}{T_m^2}
\quad(\Delta T\ll T_m).
$$

Hence $\ln(c_c/c_h)\approx Q\Delta T/(RT_m^2)$. If this is also much smaller than one, the fractional difference in content is $Q\Delta T/(RT_m^2)$.

## Part (e)

**Question.** A niobium rod is 20 mm long and 5 mm in diameter. Its ends are at 500 K and 300 K, its temperature profile is linear, and its surface oxide is taken to seal it. The mean content is $\bar c=0.0010$. Use $Q=12$ kJ/mol (0.124 eV per atom) and $D=5.0\times10^{-4}\exp(-0.106\ \mathrm{eV}/k_BT)$ cm²/s. Find the profile and estimate the time needed to form it.

**Answer.** Here $a=Q/R=1443$ K and $1/T_c-1/T_h=1.333\times10^{-3}$ K$^{-1}$. Their product is 1.924, so (4) gives

$$
\frac{c_c}{c_h}=e^{1.924}=6.85 .
$$

The small-difference formula would give the exponent $1443\times200/400^2=1.80$ and a ratio of 6.1. A difference of 200 K is too large for it if the ratio is wanted to within 10 %.

Equation (5) gives $A=2.148\times10^{-5}$. The profile is then:

| $x$ (mm) | $T$ (K) | $c$ (H/Nb) |
|---:|---:|---:|
| 0 | 500 | $3.85\times10^{-4}$ |
| 5 | 450 | $5.31\times10^{-4}$ |
| 10 | 400 | $7.93\times10^{-4}$ |
| 15 | 350 | $1.33\times10^{-3}$ |
| 20 | 300 | $2.64\times10^{-3}$ |

The content equals its mean where $T=a/\ln(\bar c/A)=375.8$ K, at $x=12.4$ mm. This point lies in the cold half because $e^{a/T}$ is a convex function of $T$ for $Q>0$. Its average over the temperature interval therefore exceeds its value at the middle temperature.

For the time, first ignore the thermal drift and use the value of $D$ at 400 K, $2.31\times10^{-5}$ cm²/s. The slowest diffusion mode between closed ends is $\cos(\pi x/L)$, which decays with time constant

$$
\frac{L^2}{\pi^2D}=\frac{4.0\ \mathrm{cm^2}}{\pi^2\times2.31\times10^{-5}\ \mathrm{cm^2/s}}\approx1.76\times10^4\ \mathrm{s}=4.9\ \mathrm h .
$$

Numerical solution of the full transport equation, with drift and with $D$ varying along the rod, gives $\tau=5.4$ h. Starting from a uniform rod, the rise at the cold end is 64 % complete after $\tau$ and 99.3 % complete after $5\tau=27$ h.

The same calculation tests (3), since it advances (1) in time without using the exponential solution. After $30\tau$, with the rod divided into 50, 100 and 200 cells, its largest relative deviations from (3) are $2.7\times10^{-4}$, $6.9\times10^{-5}$ and $1.7\times10^{-5}$. They fall about fourfold at each halving of the cell size, as expected of a second-order method. The largest remaining flux, on 200 cells, is below $10^{-12}$ of the largest initial flux. Further figures are in the numerical output.

## Part (f)

**Question.** Estimate how far the assumptions can shift the end ratio in part (e). What changes if the rod is not sealed?

**Answer.** Each effect below is taken alone, with the end temperatures held fixed.

*Heat of transport.* The logarithm of the ratio is proportional to $Q$. A value 10 % higher multiplies the ratio by $e^{0.192}=1.21$, giving 8.3. If instead $Q$ keeps its value at 400 K but rises by $R$ for every kelvin, the ratio falls by 2.2 %.

*Traps.* Suppose there are $10^{-3}$ oxygen atoms per niobium atom, each binding at most one hydrogen atom with energy 0.10 eV in any of ten places. With six tetrahedral sites per niobium atom, the occupation of an ordinary site is $c/6$. In local equilibrium the ratio of filled to empty traps is then $10(c/6)\exp(0.10\ \mathrm{eV}/k_BT)$. With the free hydrogen held at the profile of part (e), trapped hydrogen adds 6.6 % at the cold end and 1.7 % at the hot end. The ratio of total hydrogen rises by 4.8 %.

*Interaction and site blocking.* A mean-field model replaces the composition-dependent part of $\mu$ by $RT\ln[c/(r-c)]-uc$. Its critical point follows from $\partial\mu/\partial c=0$, that is, $RT=uc(r-c)/r$. The right-hand side is largest at $c=r/2$, where $RT=ur/4$. A rough critical point of 440 K and 0.3 H/Nb gives $r=0.6$ and $u=24.4$ kJ/mol. Zero flux now requires

$$
\left[1+\frac{c}{r-c}-\frac{uc}{RT}\right](\ln c)'=-\frac{QT'}{RT^2}.
$$

At the cold end of part (e) the attraction term $uc/(RT)$ is about 0.026 and the blocking term $c/(r-c)$ about 0.004, so the bracket is about 0.98. Integration at the same mean content, with $Q$ kept independent of $c$, raises the ratio by 1.6 %, to 6.96. The interaction also makes $h$ depend on $c$, so $Q$ may itself shift by an amount of order $uc$; replacing $Q$ by $Q+uc$ or $Q-uc$ changes the rise to 2.0 % or 1.1 %.

*Conductivity and expansion.* If the thermal conductivity is 8 % higher at the hot end than at the cold end, the temperature gradient is smaller there and more of the rod is hot. This raises $A$ by 1.2 % and leaves the end ratio unchanged. Expansion makes a given number of metal atoms occupy about 0.4 % more volume at the hot end. This matters if hydrogen is counted per volume.

*Hydride.* A rough solubility limit for niobium at 300 K is 0.04 H/Nb, about 15 times the cold-end content. If the limit were reached, hydride would form there and (3) would not describe the total hydrogen.

*The seal.* Suppose hydrogen escapes through the side surface at a rate $kc$, measured like $J$, into hydrogen-free surroundings. A rod of diameter $d$ has side area $4/d$ per volume, so the fraction lost in a short time $t$ is about $4kt/d$. To lose at most 1 % in $5\tau$,

$$
k\lesssim\frac{0.01\,d}{4\times5\tau}\approx0.13\ \mathrm{nm/s}.
$$

This estimate takes $k$ as uniform and leaves out the end faces; with the same $k$ they would add about 19 % to the loss rate once the profile of part (e) has formed. Longer service needs a proportionately smaller $k$.

Now suppose that both ends are bare and equilibrate with hydrogen gas at one common pressure, each at its own temperature. Local equilibrium requires $\tfrac12\mu_{\mathrm{H_2}}=\mu_0+RT\ln c$. Divide by $T$ and differentiate at fixed pressure, using the Gibbs–Helmholtz relation for both phases:

$$
\left(\frac{\partial\ln c}{\partial T}\right)_p=\frac{h-\tfrac12h_{\mathrm{H_2}}}{RT^2}=\frac{\Delta H}{RT^2}.
$$

For constant heat of solution $\Delta H$, the end contents are proportional to $\exp(-\Delta H/RT)$. The rough value $\Delta H=-35$ kJ/mol H gives an end ratio of roughly 300. This is an extrapolation of the dilute law: with the hot end at $3.85\times10^{-4}$, the cold end would need about 0.1 H/Nb, beyond the hydride limit. Within the dilute law, $g=c/w$ is now larger at the cold end, so by (2) hydrogen diffuses through the metal from cold to hot and returns through the gas. The state can be steady, but its flux is not zero.

*Comparison with a real rod.* The values of $Q$, $D$, $\Delta H$, the critical point and the solubility limit are rough typical ones for hydrogen in niobium; the trap data are order-of-magnitude assumptions. For a sealed rod with the inputs above, an assumed 10 % error in $Q$ shifts the ratio more than the other effects estimated for a sealed rod, to between 5.7 and 8.3. Traps can matter more in less pure metal: ten times as much oxygen, with the same binding energy, would raise the ratio of total hydrogen by about 42 % if the free hydrogen is again held at the profile of part (e), or by about 45 % if the mean total content is held at 0.0010. The value "about 7" therefore belongs to the stated $Q$ and to a rod with little oxygen. A leaking side surface lowers the hydrogen content. If $k$ is uniform and the leak is slow ($kL\ll D$ everywhere), the content stays nearly uniform over each cross-section. The loss then multiplies the sealed-rod solution by about $\exp(-4kt/d)$ and leaves the end ratio almost unchanged. If $k$ is larger or varies along the rod, the ratio can change too. Whether a particular oxide meets the bound on $k$ must be established for its own thickness, temperature and surroundings.

## Computed results

```
INPUTS (material values rough, H in niobium)
length, diameter: 20, 5 mm
hot end, cold end: 500, 300 K
Q: 12.0 kJ/mol = 0.124 eV per atom
mean content: 0.0010 H/Nb
D prefactor: 5.0e-04 cm2/s, activation 0.106 eV
RESULTS
Q/R: 1443.3 K
1/Tcold - 1/Thot: 1.3333e-03 1/K
exponent of end ratio: 1.9244
amplitude A: 2.1482e-05 H/Nb
x  0.0 mm, T 500 K: c = 3.852e-04 H/Nb
x  5.0 mm, T 450 K: c = 5.308e-04 H/Nb
x 10.0 mm, T 400 K: c = 7.926e-04 H/Nb
x 15.0 mm, T 350 K: c = 1.327e-03 H/Nb
x 20.0 mm, T 300 K: c = 2.639e-03 H/Nb
ratio cold/hot: 6.851
c equals mean at: 375.8 K, x = 12.42 mm
D at hot, cold end: 4.27e-05, 8.28e-06 cm2/s
slowest relaxation time: 5.40 h
L^2/(pi^2 D) at 400 K: 4.88 h
cold-end rise done after 1, 5 times: 63.8, 99.3 %
TIME EVOLUTION AGAINST FORMULA
largest relative error, 50/100/200 cells: 2.7e-04, 6.9e-05, 1.7e-05
largest final flux / largest initial flux: 7.4e-13
Q reversed, ratio cold/hot: 0.146
NEGLECTED EFFECTS (rough inputs)
critical point used: 440 K, 0.3 H/Nb
attraction u: 24.4 kJ/mol per unit H/Nb
interaction+blocking, ratio: 6.957 (+1.6 %)
traps: O/Nb 1e-03, binding 0.10 eV, 10 places per O
tetrahedral sites per Nb: 6
trapped/free, cold and hot: 6.6, 1.7 %
total-H ratio change by traps: +4.8 %
Q 10 % higher, ratio: 8.304 (+21.2 %)
Q drifting by R per K about 400 K, ratio: -2.2 %
conductivity 8 % higher at hot end, A: +1.22 %
volume expansion over the span: 0.42 %
hydride limit at cold end: 0.04 H/Nb, 15 times c
leak coefficient for 1 % loss in 5 times: 0.13 nm/s
heat of solution: -35 kJ/mol H
unsealed, common H2 gas, ratio cold/hot: 274
```
